# The Pauli Coupling Hidden in Wilson Fermions and Its Clover Cure: test program

```python
"""
Result under test: in a smooth background gauge field the Wilson operator is
  Dslash + m0 - (a r/2) Dslash^2 + (a r/4) sigma.F + O(a^2),
and the rotation Omega = 1 + (a r/4)(Dslash - m0) on both sides, together with
the clover term -c (a r/4) sigma.F at c = 1, leaves Dslash + m + O(a^2),
with m = m0 - a r m0^2/2.
Symbols: a spacing, r Wilson parameter, m0 bare mass, m pole mass, c clover
coefficient, D_mu = d_mu + i A_mu, [D_mu, D_nu] = i F_mu_nu,
sigma_mu_nu = (i/2)[gamma_mu, gamma_nu], sigma.F summed over all mu, nu.
Euclidean metric, hbar = c_light = 1, all quantities in powers of a mass M.
"""
import numpy as np
from scipy import sparse
from scipy.sparse.linalg import splu, eigs, LinearOperator

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2, one4 = np.eye(2), np.eye(4)
gamma = [np.kron(pauli[1], pauli[k]) for k in range(3)]
gamma.append(np.kron(pauli[2], one2))
sigma = [[0.5j * (g @ h - h @ g) for h in gamma] for g in gamma]
for i in range(4):
    for j in range(4):
        anti = gamma[i] @ gamma[j] + gamma[j] @ gamma[i]
        assert np.allclose(anti, 2 * (i == j) * one4)

# ---------- smooth SU(2) field and smooth test spinor (spin x colour) ----------
rng = np.random.default_rng(3)
amplitude = rng.uniform(0.6, 1.2, (4, 3))
wave = rng.uniform(-0.8, 0.8, (4, 3, 4))
phase = rng.uniform(0, 2 * np.pi, (4, 3))
coeff = rng.normal(size=(2, 4, 2)) + 1j * rng.normal(size=(2, 4, 2))
momenta = rng.uniform(-0.9, 0.9, (2, 4))
point = np.array([0.3, -0.2, 0.5, 0.1])
unit = np.eye(4)
r_test, m0_test = 0.8, 1.0


def raw_spinor(x):
    return sum(coeff[k] * np.exp(1j * momenta[k] @ x) for k in range(2))


spinor_norm = np.linalg.norm(raw_spinor(point))


def spinor(x):
    return raw_spinor(x) / spinor_norm


def colour_vector(mu, x):
    return amplitude[mu] * np.sin(wave[mu] @ x + phase[mu])


def gauge(mu, x):
    return np.tensordot(colour_vector(mu, x), pauli, 1) / 2


def link(mu, x, a):
    """Parallel transporter from x + a mu to x, midpoint rule."""
    v = colour_vector(mu, x + 0.5 * a * unit[mu])
    size = np.linalg.norm(v)
    generator = np.tensordot(v / size, pauli, 1)
    return np.cos(a * size / 2) * one2 + 1j * np.sin(a * size / 2) * generator


# ---------- continuum side: derivatives by five-point differences ----------
def partial(f, mu, x, h=0.01):
    e = h * unit[mu]
    return (8 * (f(x + e) - f(x - e)) - f(x + 2 * e) + f(x - 2 * e)) / (12 * h)


def covariant(f, mu):
    return lambda x: partial(f, mu, x) + 1j * f(x) @ gauge(mu, x).T


def dslash(f):
    return lambda x: sum(gamma[mu] @ covariant(f, mu)(x) for mu in range(4))


def field_strength(mu, nu, x):
    am, an = gauge(mu, x), gauge(nu, x)
    return (partial(lambda y: gauge(nu, y), mu, x)
            - partial(lambda y: gauge(mu, y), nu, x) + 1j * (am @ an - an @ am))


psi = spinor(point)
slash_psi = dslash(spinor)(point)
slash2_psi = dslash(dslash(spinor))(point)
laplace_psi = sum(covariant(covariant(spinor, mu), mu)(point) for mu in range(4))
sigmaF_psi = sum(sigma[mu][nu] @ psi @ field_strength(mu, nu, point).T
                 for mu in range(4) for nu in range(4))
identity_error = np.linalg.norm(slash2_psi - laplace_psi - 0.5 * sigmaF_psi)
assert identity_error < 1e-6 and np.linalg.norm(sigmaF_psi) > 0.1


# ---------- lattice side: built from links only ----------
def hops(f, mu, x, a):
    e = a * unit[mu]
    forward = f(x + e) @ link(mu, x, a).T
    backward = f(x - e) @ link(mu, x - e, a).conj()
    return forward, backward


def lattice_slash(f, x, a):
    total = 0
    for mu in range(4):
        forward, backward = hops(f, mu, x, a)
        total = total + gamma[mu] @ (forward - backward) / (2 * a)
    return total


def loop(steps, x, a):
    product, y = one2.astype(complex), x.copy()
    for mu, sign in steps:
        if sign > 0:
            product = product @ link(mu, y, a)
            y = y + a * unit[mu]
        else:
            y = y - a * unit[mu]
            product = product @ link(mu, y, a).conj().T
    return product


def leaf_field(mu, nu, x, a, leaves=4):
    """Field strength from the first `leaves` plaquettes around x."""
    steps = [(mu, 1), (nu, 1), (mu, -1), (nu, -1)]
    q = sum(loop(steps[k:] + steps[:k], x, a) for k in range(leaves)) / leaves
    return (q - q.conj().T) / (2j * a * a)


def wilson_clover(f, x, a, c):
    here = f(x)
    total = m0_test * here
    for mu in range(4):
        forward, backward = hops(f, mu, x, a)
        total = total + gamma[mu] @ (forward - backward) / (2 * a)
        total = total + r_test * (2 * here - forward - backward) / (2 * a)
    if c:
        for mu in range(4):
            for nu in range(mu + 1, 4):
                total = total - (0.5 * a * r_test * c) * (
                    sigma[mu][nu] @ here @ leaf_field(mu, nu, x, a).T)
    return total


def rotate(f, a):
    def rotated(x):
        here = f(x)
        return here + 0.25 * a * r_test * (lattice_slash(f, x, a) - m0_test * here)
    return rotated


def remainder(a, rotated, c):
    """Lattice operator minus continuum Dirac operator, on the test spinor."""
    if rotated:
        inner = rotate(spinor, a)
        value = rotate(lambda x: wilson_clover(inner, x, a, c), a)(point)
        mass = m0_test - 0.5 * a * r_test * m0_test**2
    else:
        value = wilson_clover(spinor, point, a, c)
        mass = m0_test
    return value - slash_psi - mass * psi


print("Units: powers of reference mass M, hbar = c_light = 1")
print(f"Operator test: r = {r_test}, m0 = {m0_test} M, spinor norm 1")
print(f"|Dslash^2 - D^2 - sigma.F/2| on spinor = {identity_error:.1e} M^2")
print(f"|(r/4) sigma.F psi| = {np.linalg.norm(r_test*sigmaF_psi/4):.4f} M^2")
print(f"|(r/2) Dslash^2 psi| = {np.linalg.norm(r_test*slash2_psi/2):.4f} M^2")

coarse, fine = 0.02, 0.01
exact_F = field_strength(0, 1, point)
for leaves, expected in ((1, 2), (4, 4)):
    err = [np.linalg.norm(leaf_field(0, 1, point, a, leaves) - exact_F)
           for a in (coarse, fine)]
    print(f"F12 error, {leaves} leaf/leaves: a={coarse}: {err[0]:.2e}, "
          f"a={fine}: {err[1]:.2e} M^2, ratio {err[0]/err[1]:.2f}")
    assert abs(err[0] / err[1] - expected) < 0.2

cases = [(False, 0, -r_test * laplace_psi / 2, 2),
         (False, 1, -r_test * slash2_psi / 2, 2),
         (True, 0, r_test * sigmaF_psi / 4, 2),
         (True, 1, 0 * psi, 4)]
print(f"Remainder norms (M) at a = {coarse} and {fine} 1/M:")
for rotated, c, predicted, expected in cases:
    v1, v2 = remainder(coarse, rotated, c), remainder(fine, rotated, c)
    n1, n2 = np.linalg.norm(v1), np.linalg.norm(v2)
    slope = 2 * v2 / fine - v1 / coarse   # removes the next power of a
    slope_error = np.linalg.norm(slope - predicted)
    print(f" rotation {'yes' if rotated else 'no '} c={c}: {n1:.3e} {n2:.3e}"
          f" ratio {n1/n2:.2f}, slope error {slope_error:.1e} M^2")
    assert abs(n1 / n2 - expected) < 0.3
    assert slope_error < 1e-2


# ---------- free propagator and free pole mass ----------
def free_operator(p, a, m0, r):
    kinetic = sum(1j * gamma[k] * np.sin(a * p[k]) / a for k in range(4))
    return kinetic + (m0 + r * np.sum(1 - np.cos(a * p)) / a) * one4


p_free = np.array([0.4, -0.7, 0.3, 0.6])
errors = []
for a in (coarse, fine):
    m = m0_test - 0.5 * a * r_test * m0_test**2
    S = np.linalg.inv(1j * sum(gamma[k] * p_free[k] for k in range(4)) + m * one4)
    lattice_S = np.linalg.inv(free_operator(p_free, a, m0_test, r_test))
    formula = (1 - a * r_test * m) * S + 0.5 * a * r_test * one4
    errors.append(np.linalg.norm(lattice_S - formula))
print(f"Free propagator minus (1-a r m)S + a r/2: {errors[0]:.2e}, "
      f"{errors[1]:.2e} 1/M, ratio {errors[0]/errors[1]:.2f}")
assert abs(errors[0] / errors[1] - 4) < 0.3

mass, field = 1.0, 0.5
for a in (0.2, 0.05):
    bare = np.expm1(a * mass) / a
    pole = free_operator(np.array([0, 0, 0, 1j * mass]), a, bare, 1.0)
    assert np.linalg.svd(pole, compute_uv=False)[-1] < 1e-11

# the matrix sigma_12 gamma_4 is conserved when the momentum along B vanishes
conserved = sigma[0][1] @ gamma[3]
for matrix in (gamma[0], gamma[1], gamma[3], sigma[0][1]):
    assert np.allclose(conserved @ matrix, matrix @ conserved)


# ---------- Landau levels from the lattice transfer problem, r = 1 ----------
def landau_level(a, c, s, guess):
    """Lattice energy nearest to guess in the sector sigma_12 gamma_4 = s.

    In a sector gamma_4 = tau_3, gamma_1 = tau_1, gamma_2 = -s tau_2 and
    sigma_12 = s tau_3; the eigenvalue of the pencil is z = exp(a E).
    """
    half = int(8 / (a * np.sqrt(field)))
    site = np.arange(-half, half + 1)
    size = len(site)
    identity = sparse.eye(size, format="csc", dtype=complex)
    t1 = sparse.eye(size, k=1, format="csc", dtype=complex)
    u2 = np.exp(1j * a * a * field * site)
    t2 = sparse.diags(u2, format="csc")
    t1_back, t2_back = t1.conj().T, t2.conj().T
    plaquette = u2[1] * np.conj(u2[0])
    bare = np.expm1(a * mass) / a
    scalar = (3 + a * bare) * identity - 0.5 * (t1 + t1_back + t2 + t2_back)
    clover = 0.5 * c * plaquette.imag * s
    d1, d2 = 0.5 * (t1 - t1_back), 0.5 * (t2 - t2_back)
    left = sparse.bmat([[scalar - clover * identity, d1 + 1j * s * d2],
                        [None, identity]]).tocsc()
    right = sparse.bmat([[identity, None],
                         [d1 - 1j * s * d2, scalar + clover * identity]]).tocsc()
    shift = np.exp(a * (guess + 0.03))
    factor = splu((left - shift * right).tocsc())
    operator = LinearOperator((2 * size, 2 * size), dtype=complex,
                              matvec=lambda w: factor.solve(right @ w))
    start = np.random.default_rng(1).normal(size=2 * size).astype(complex)
    inverse = eigs(operator, k=1, v0=start, return_eigenvectors=False)[0]
    z = shift + 1 / inverse
    assert abs(z.imag) < 1e-9
    return np.log(z.real) / a


spacings = [0.2, 0.1, 0.05, 0.025]
first = np.sqrt(mass**2 + 2 * field)
targets = [(1, mass), (1, first), (-1, first)]
print(f"Landau levels: m = {mass} M, B = {field} M^2, r = 1")
print(f"Continuum: E0 = {mass:.6f} M, E1 = {first:.6f} M (both s)")
print("c, a (1/M): E0(s=+1), E1(s=+1), E1(s=-1) in M")
levels = {}
for c in (0, 1):
    for a in spacings:
        levels[c, a] = np.array([landau_level(a, c, s, e) for s, e in targets])
        print(f" c={c} a={a:<5}: " + " ".join(f"{e:.7f}" for e in levels[c, a]))

continuum = np.array([e for _, e in targets])
a1, a2 = spacings[-2:]
slopes = {}
for c in (0, 1):
    slopes[c] = (2 * (levels[c, a2] - continuum) / a2
                 - (levels[c, a1] - continuum) / a1)
    predicted = np.array([s * 0.5 * (1 - c) * field for s, _ in targets])
    print(f"Order-a slopes c={c}: " + " ".join(f"{v:+.5f}" for v in slopes[c])
          + " M^2; predicted " + " ".join(f"{v:+.3f}" for v in predicted + 0.0))
    assert np.max(np.abs(slopes[c] - predicted)) < 3e-3

ratios = (levels[1, a1] - continuum) / (levels[1, a2] - continuum)
print(f"c=1 error ratios, a={a1} to {a2}: " + " ".join(f"{v:.2f}" for v in ratios))
assert np.all(ratios > 3.4)

for c in (0, 1):
    split = [levels[c, a][1] - levels[c, a][2] for a in (a1, a2)]
    print(f"E1 spin splitting c={c}: a={a1}: {split[0]:.3e}, "
          f"a={a2}: {split[1]:.3e} M, ratio {split[0]/split[1]:.2f}")
    if c == 1:
        assert abs(split[0]) > 3.4 * abs(split[1])
    else:
        assert abs(split[0] / split[1] - 2) < 0.15

cubic = [(levels[1, a][0] - mass) / a**3 for a in (a1, a2)]
cubic_limit = 2 * cubic[1] - cubic[0]
print(f"c=1 lowest level: (E0-m)/a^3 -> {cubic_limit:.5f} M^4, "
      f"-B^2/16 = {-field**2/16:.5f} M^4")
assert abs(cubic_limit / (-field**2 / 16) - 1) < 0.03

best_c = (levels[0, a2][0] - mass) / (levels[0, a2][0] - levels[1, a2][0])
print(f"c that puts E0 at m, a={a2} (linear interpolation): {best_c:.6f}")
assert abs(best_c - 1) < 1e-3

for a in (0.1, a2):
    g_values = [2 - 4 * mass * (levels[c, a][0] - mass) / field for c in (0, 1)]
    print(f"g from E0, a={a}: c=0 {g_values[0]:.4f} "
          f"(first order {2*(1-a*mass):.4f}), c=1 {g_values[1]:.4f}")
    assert abs(g_values[0] - 2 * (1 - a * mass)) < 3 * a * a
    assert abs(g_values[1] - 2) < a * a

print("success")
```

Running it gives:

```
Units: powers of reference mass M, hbar = c_light = 1
Operator test: r = 0.8, m0 = 1.0 M, spinor norm 1
|Dslash^2 - D^2 - sigma.F/2| on spinor = 6.0e-10 M^2
|(r/4) sigma.F psi| = 0.6467 M^2
|(r/2) Dslash^2 psi| = 1.3698 M^2
F12 error, 1 leaf/leaves: a=0.02: 1.71e-02, a=0.01: 8.58e-03 M^2, ratio 2.00
F12 error, 4 leaf/leaves: a=0.02: 3.35e-04, a=0.01: 8.36e-05 M^2, ratio 4.00
Remainder norms (M) at a = 0.02 and 0.01 1/M:
 rotation no  c=0: 2.071e-02 1.035e-02 ratio 2.00, slope error 3.0e-05 M^2
 rotation no  c=1: 2.739e-02 1.370e-02 ratio 2.00, slope error 1.0e-04 M^2
 rotation yes c=0: 1.295e-02 6.472e-03 ratio 2.00, slope error 9.8e-05 M^2
 rotation yes c=1: 2.118e-04 5.305e-05 ratio 3.99, slope error 7.2e-05 M^2
Free propagator minus (1-a r m)S + a r/2: 1.10e-04, 2.76e-05 1/M, ratio 4.00
Landau levels: m = 1.0 M, B = 0.5 M^2, r = 1
Continuum: E0 = 1.000000 M, E1 = 1.414214 M (both s)
c, a (1/M): E0(s=+1), E1(s=+1), E1(s=-1) in M
 c=0 a=0.2  : 1.0406691 1.4391356 1.3589746
 c=0 a=0.1  : 1.0225813 1.4325947 1.3876125
 c=0 a=0.05 : 1.0118850 1.4250193 1.4012742
 c=0 a=0.025: 1.0060950 1.4200354 1.4078487
 c=1 a=0.2  : 0.9999011 1.3989724 1.3993666
 c=1 a=0.1  : 0.9999860 1.4100935 1.4101495
 c=1 a=0.05 : 0.9999981 1.4131456 1.4131530
 c=1 a=0.025: 0.9999998 1.4139419 1.4139429
Order-a slopes c=0: +0.24990 +0.24963 -0.25040 M^2; predicted +0.250 +0.250 -0.250
Order-a slopes c=1: +0.00002 -0.00037 -0.00044 M^2; predicted +0.000 +0.000 +0.000
c=1 error ratios, a=0.05 to 0.025: 7.79 3.93 3.92
E1 spin splitting c=0: a=0.05: 2.375e-02, a=0.025: 1.219e-02 M, ratio 1.95
E1 spin splitting c=1: a=0.05: -7.412e-06, a=0.025: -9.518e-07 M, ratio 7.79
c=1 lowest level: (E0-m)/a^3 -> -0.01563 M^4, -B^2/16 = -0.01562 M^4
c that puts E0 at m, a=0.025 (linear interpolation): 0.999961
g from E0, a=0.1: c=0 1.8193 (first order 1.8000), c=1 2.0001
g from E0, a=0.025: c=0 1.9512 (first order 1.9500), c=1 2.0000
success
```
